# PAW Hartree energy: the three-term formula and its dropped cross term: a numerical check

```python
"""
Test of the PAW decomposition of the Hartree energy, including its cross term:

  E_H[n+n_Z] = E_H[nt+nh] + sum_a (E_H[n1+n_Z] - E_H[nt1+nh])_a + X
  X = sum_a integral over sphere a of (nt - nt1) * v[D]
  D = n1 + n_Z - nt1 - nh, which has no multipole moments

nt: smooth density; n1, nt1: all-electron and pseudo one-centre densities;
nh: compensation charge; n_Z: point nuclei, negative in this convention.
The full density is n = nt + sum_a (n1 - nt1)_a. Nuclear self-energies are
omitted. Hartree atomic units. The model is axially symmetric about z.
Angular expansions are rho(r,mu) = sum_L rho_L(r) P_L(mu).
"""
import numpy as np
from numpy.polynomial.legendre import leggauss, legvander
from scipy.constants import physical_constants
from scipy.special import erf, spherical_jn

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
DISTANCE = 2.5
ELECTRONS = 2.0
GAUSS = [(1.0, 0.8, 0.0), (0.7, 0.5, DISTANCE)]  # amplitude, exponent, z
ATOMS = [dict(name="A", Z=3.0, rc=1.0, z=0.0),
         dict(name="B", Z=1.0, rc=1.2, z=DISTANCE)]

# Quadrature in the spheres and a spectral cumulative-integration matrix
M = 48
x, wx = leggauss(M)
mu, wmu = x, wx
PMU = legvander(mu, 8)
V = legvander(x, M)
primitive = np.zeros((M, M))
primitive[:, 0] = x + 1
for m in range(1, M):
    primitive[:, m] = (V[:, m + 1] - V[:, m - 1]) / (2 * m + 1)
to_coeff = (np.arange(M)[:, None] + 0.5) * V[:, :M].T * wx
CUMULATIVE = primitive @ to_coeff

# Quadrature in reciprocal space
KMAX = 60.0
xk, wk = leggauss(400)
k = 0.5 * KMAX * (xk + 1)
wk = 0.5 * KMAX * wk
muk, wmuk = leggauss(140)
PK = legvander(muk, 8)

for atom in ATOMS:
    atom["r"] = 0.5 * atom["rc"] * (x + 1)
    atom["w"] = 0.5 * atom["rc"] * wx
    kr = k[:, None] * atom["r"][None, :]
    atom["bessel"] = [spherical_jn(L, kr) for L in range(5)]

# Products of the two Gaussians: weight, exponent and centre
PRODUCTS = []
for c1, a1, z1 in GAUSS:
    for c2, a2, z2 in GAUSS:
        p = a1 + a2
        weight = c1 * c2 * np.exp(-a1 * a2 / p * (z1 - z2) ** 2)
        PRODUCTS.append((weight, p, (a1 * z1 + a2 * z2) / p))


def components(values, lmax):
    """Legendre components of a function sampled on (r, mu)."""
    factors = np.arange(lmax + 1) + 0.5
    return (values * wmu) @ PMU[:, :lmax + 1] * factors


def on_grid(comp):
    return comp @ PMU[:, :comp.shape[1]].T


def smooth_orbital(atom):
    r = atom["r"][:, None]
    value = np.zeros((M, M))
    for amplitude, exponent, centre in GAUSS:
        shift = atom["z"] - centre
        d2 = r**2 + shift**2 + 2 * r * shift * mu
        value += amplitude * np.exp(-exponent * d2)
    return value


def one_centre_orbitals(atom, lmax, nradial):
    """Project the smooth orbital and rebuild both one-centre orbitals."""
    r, w, rc, Z = (atom[key] for key in ("r", "w", "rc", "Z"))
    channels = components(smooth_orbital(atom), lmax)
    pseudo = np.zeros_like(channels)
    full = np.zeros_like(channels)
    for l in range(lmax + 1):
        waves = np.array([(r / rc)**(l + 2*i) for i in range(nradial)]).T
        weighted = waves * (w * r**2)[:, None]
        coeff = np.linalg.solve(weighted.T @ waves,
                                weighted.T @ channels[:, l])
        pseudo[:, l] = waves @ coeff
        b = Z * rc / (4 * (l + 1) - Z * rc)  # nuclear cusp condition
        full[:, l] = pseudo[:, l] * (1 + b * (1 - r / rc)**4)
    return on_grid(full), on_grid(pseudo)


def radial_potential(atom, rho):
    """Coulomb potential components of charge confined to the sphere."""
    r, w, rc = atom["r"], atom["w"], atom["rc"]
    result = np.zeros_like(rho)
    for L in range(rho.shape[1]):
        inner = 0.5 * rc * CUMULATIVE @ (rho[:, L] * r**(L + 2))
        g = rho[:, L] * r**(1.0 - L)
        outer = w @ g - 0.5 * rc * CUMULATIVE @ g
        result[:, L] = (4 * np.pi / (2*L + 1)
                        * (inner / r**(L + 1) + r**L * outer))
    return result


def sphere_integral(atom, values):
    return 2 * np.pi * (atom["w"] * atom["r"]**2) @ values @ wmu


def sphere_energy(atom, rho):
    potential = radial_potential(atom, rho)
    return 0.5 * sphere_integral(atom, on_grid(rho) * on_grid(potential))


def axis_potential(atom, rho, offset):
    """Direct Coulomb integral at an axial offset from the centre."""
    r = atom["r"][:, None]
    distance = np.sqrt(r**2 + offset**2 - 2 * r * offset * mu)
    return sphere_integral(atom, on_grid(rho) / distance)


def smooth_fourier(scale):
    result = np.zeros((len(k), len(muk)), dtype=complex)
    for weight, p, centre in PRODUCTS:
        radial = scale * weight * (np.pi/p)**1.5 * np.exp(-k**2/(4*p))
        result += radial[:, None] * np.exp(-1j*centre*k[:, None]*muk)
    return result


def sphere_fourier(atom, rho):
    result = np.zeros((len(k), len(muk)), dtype=complex)
    for L in range(rho.shape[1]):
        radial = atom["bessel"][L] @ (atom["w"] * atom["r"]**2 * rho[:, L])
        result += 4*np.pi*(-1j)**L * radial[:, None] * PK[:, L]
    return result * np.exp(-1j * atom["z"] * k[:, None] * muk)


def fourier_energy(rho):
    return wk @ np.abs(rho)**2 @ wmuk / (2 * np.pi)


def smooth_potential(scale, z):
    total = 0.0
    for weight, p, centre in PRODUCTS:
        d = abs(z - centre)
        factor = erf(np.sqrt(p)*d)/d if d > 1e-12 else 2*np.sqrt(p/np.pi)
        total += scale * weight * (np.pi / p)**1.5 * factor
    return total


def evaluate(lmax, nradial, shape=3, comp_lmax=None):
    top = 2 * lmax
    if comp_lmax is None:
        comp_lmax = top
    raw = []
    charge = sum(w * (np.pi / p)**1.5 for w, p, z in PRODUCTS)
    for atom in ATOMS:
        full, pseudo = one_centre_orbitals(atom, lmax, nradial)
        raw.append((full**2, pseudo**2))
        charge += sphere_integral(atom, full**2 - pseudo**2)
    scale = ELECTRONS / charge

    # Direct energy: the compensation charge is not used here
    n1 = [components(scale * pair[0], top) for pair in raw]
    nt1 = [components(scale * pair[1], top) for pair in raw]
    density_k = smooth_fourier(scale)
    for atom, a, b in zip(ATOMS, n1, nt1):
        density_k += sphere_fourier(atom, a - b)
    repulsion = fourier_energy(density_k)
    attraction = 0.0
    for nucleus in ATOMS:
        v = smooth_potential(scale, nucleus["z"])
        for atom, a, b in zip(ATOMS, n1, nt1):
            v += axis_potential(atom, a - b, nucleus["z"] - atom["z"])
        attraction -= nucleus["Z"] * v
    nuclear = ATOMS[0]["Z"] * ATOMS[1]["Z"] / DISTANCE

    # Decomposed energy and the separately integrated cross term
    compensated_k = smooth_fourier(scale)
    sites = []
    for atom, a, b in zip(ATOMS, n1, nt1):
        r, w, rc, Z = (atom[key] for key in ("r", "w", "rc", "Z"))
        nh = np.zeros_like(a)
        moments = np.zeros(top + 1)
        for L in range(top + 1):
            moments[L] = w @ (r**(L + 2) * (a[:, L] - b[:, L]))
            if L == 0:
                moments[L] -= Z / (4 * np.pi)
            if L <= comp_lmax:
                g = r**L * (1 - (r / rc)**2)**shape
                nh[:, L] = moments[L] * g / (w @ (r**(L + 2) * g))
        compensated_k += sphere_fourier(atom, nh)
        e_full = sphere_energy(atom, a)
        e_full -= Z * sphere_integral(atom, on_grid(a) / r[:, None])
        e_pseudo = sphere_energy(atom, b + nh)
        electronic_D = a - b - nh
        v_D = radial_potential(atom, electronic_D)
        v_D[:, 0] -= Z / r
        mismatch = scale * smooth_orbital(atom)**2 - on_grid(b)
        cross = sphere_integral(atom, mismatch * on_grid(v_D))
        point = 1.3 * rc
        outside = axis_potential(atom, electronic_D, point) - Z / point
        bare = axis_potential(atom, a - b, point) - Z / point
        sites.append(dict(full=e_full, pseudo=e_pseudo, cross=cross,
                          monopole=4 * np.pi * moments[0],
                          dipole=4 * np.pi / 3 * moments[1] if top else 0.0,
                          mismatch=sphere_integral(atom, mismatch),
                          outside=outside, bare=bare))
    smooth = fourier_energy(compensated_k)
    split = smooth + sum(s["full"] - s["pseudo"] for s in sites)
    direct = repulsion + attraction + nuclear
    cross = sum(s["cross"] for s in sites)
    return dict(direct=direct, repulsion=repulsion, attraction=attraction,
                nuclear=nuclear, smooth=smooth, split=split, cross=cross,
                closure=direct - split - cross, sites=sites)


sets = [(0, 4), (1, 1), (1, 2), (1, 3), (1, 4), (2, 4)]
results = {key: evaluate(*key) for key in sets}
main = results[(1, 2)]

# The exact identity must close for every set, not only complete ones
for result in results.values():
    assert abs(result["closure"]) < 1e-6
    for site in result["sites"]:
        assert abs(site["outside"]) < 1e-8
        assert abs(site["bare"]) > 0.1

# The dropped term is real, and falls as the radial expansion improves
X = {key: abs(value["cross"]) for key, value in results.items()}
assert X[(1, 1)] > 1e-3
assert X[(1, 1)] > X[(1, 2)] > X[(1, 3)]
assert X[(2, 4)] < 0.05 * X[(1, 1)]
# A missing angular channel leaves an error despite a good radial basis
assert X[(0, 4)] > 2 * X[(1, 4)]

# Changing the compensation shape moves only an incomplete decomposition
shape_shift = {}
for key in [(1, 1), (2, 4)]:
    changed = evaluate(*key, shape=5)
    assert abs(changed["closure"]) < 1e-6
    assert abs(changed["direct"] - results[key]["direct"]) < 1e-10
    shape_shift[key] = changed["split"] - results[key]["split"]
assert abs(shape_shift[(1, 1)]) > 10 * abs(shape_shift[(2, 4)])

# Compensating only the monopole must break the identity
monopole_only = evaluate(1, 2, comp_lmax=0)
assert abs(monopole_only["closure"]) > 1e-5

print("MODEL")
print(f"Internuclear distance: {DISTANCE:.1f} bohr")
print(f"Electrons: {ELECTRONS:.0f}")
for atom, gaussian in zip(ATOMS, GAUSS):
    print(f"{atom['name']}: Z = {atom['Z']:.0f}, r_c = {atom['rc']:.1f} bohr")
    print(f"  Gaussian amplitude before scaling {gaussian[0]:.1f}, "
          f"exponent {gaussian[1]:.1f} bohr^-2")
    b = [atom["Z"]*atom["rc"]/(4*(l+1)-atom["Z"]*atom["rc"])
         for l in (0, 1)]
    print(f"  cusp factors b_0 = {b[0]:.4f}, b_1 = {b[1]:.4f}")
print("MAIN CASE: l_max = 1, two radial waves per l")
print(f"Electron repulsion: {main['repulsion']:.6f} Ha")
print(f"Nuclear attraction: {main['attraction']:.6f} Ha")
print(f"Nuclear repulsion: {main['nuclear']:.6f} Ha")
print(f"Direct E_H[n+n_Z]: {main['direct']:.6f} Ha")
print(f"Smooth E_H[nt+nh]: {main['smooth']:.6f} Ha")
for atom, site in zip(ATOMS, main["sites"]):
    print(f"{atom['name']}: E_H[n1+n_Z] = {site['full']:.6f} Ha")
    print(f"  E_H[nt1+nh] = {site['pseudo']:.6f} Ha")
    print(f"  cross term = {site['cross']:.6f} Ha")
    print(f"  integral of nt-nt1 = {site['mismatch']:.3e} electrons")
    print(f"  nh monopole = {site['monopole']:.5f} e, "
          f"dipole = {site['dipole']:.5f} e bohr")
    print(f"  potential at 1.3 r_c: without nh {site['bare']:.5f}, "
          f"with nh {site['outside']:.1e} Ha/e")
print(f"Three-term energy: {main['split']:.6f} Ha")
print(f"Dropped cross term X: {main['cross']:.6f} Ha "
      f"= {main['cross'] * HARTREE_EV:.4f} eV")
print(f"Direct - three-term - X: {main['closure']:.1e} Ha")
print("PARTIAL-WAVE SETS: l_max, radial waves, direct, three-term, X (Ha)")
for (lmax, count), result in results.items():
    print(f"{lmax} {count} {result['direct']:.7f} "
          f"{result['split']:.7f} {result['cross']:.3e}")
print("Three-term shift when nh shape exponent changes from 3 to 5:")
for (lmax, count), shift in shape_shift.items():
    print(f"  l_max {lmax}, {count} radial waves: {shift:.3e} Ha")
print(f"Unclosed energy with monopole-only nh: "
      f"{monopole_only['closure']:.3e} Ha")
print("OK")
```

Running it gives:

```
MODEL
Internuclear distance: 2.5 bohr
Electrons: 2
A: Z = 3, r_c = 1.0 bohr
  Gaussian amplitude before scaling 1.0, exponent 0.8 bohr^-2
  cusp factors b_0 = 3.0000, b_1 = 0.6000
B: Z = 1, r_c = 1.2 bohr
  Gaussian amplitude before scaling 0.7, exponent 0.5 bohr^-2
  cusp factors b_0 = 0.4286, b_1 = 0.1765
MAIN CASE: l_max = 1, two radial waves per l
Electron repulsion: 1.457944 Ha
Nuclear attraction: -9.110261 Ha
Nuclear repulsion: 1.200000 Ha
Direct E_H[n+n_Z]: -6.452317 Ha
Smooth E_H[nt+nh]: 4.587009 Ha
A: E_H[n1+n_Z] = -5.209202 Ha
  E_H[nt1+nh] = 4.914245 Ha
  cross term = -0.027348 Ha
  integral of nt-nt1 = 6.458e-04 electrons
  nh monopole = -2.78138 e, dipole = 0.00095 e bohr
  potential at 1.3 r_c: without nh -2.13897, with nh 1.8e-15 Ha/e
B: E_H[n1+n_Z] = -0.616400 Ha
  E_H[nt1+nh] = 0.266584 Ha
  cross term = -0.005547 Ha
  integral of nt-nt1 = 1.209e-03 electrons
  nh monopole = -0.97970 e, dipole = -0.00012 e bohr
  potential at 1.3 r_c: without nh -0.62806, with nh 4.4e-16 Ha/e
Three-term energy: -6.419422 Ha
Dropped cross term X: -0.032895 Ha = -0.8951 eV
Direct - three-term - X: -6.7e-09 Ha
PARTIAL-WAVE SETS: l_max, radial waves, direct, three-term, X (Ha)
0 4 -6.6086354 -6.6084144 -2.210e-04
1 1 -5.5362102 -5.2612528 -2.750e-01
1 2 -6.4523174 -6.4194219 -3.290e-02
1 3 -6.5972205 -6.5951785 -2.042e-03
1 4 -6.6086207 -6.6085221 -9.855e-05
2 4 -6.6086206 -6.6085351 -8.550e-05
Three-term shift when nh shape exponent changes from 3 to 5:
  l_max 1, 1 radial waves: -5.721e-02 Ha
  l_max 2, 4 radial waves: -3.672e-06 Ha
Unclosed energy with monopole-only nh: -1.915e-05 Ha
OK
```
